\section*{Recoil-Free Emission in a Debye Solid and the Lipkin Sum Rule}

A free nucleus at rest that emits a photon of wavevector $\mathbf k$ recoils with momentum $-\hbar\mathbf k$, and its kinetic energy is taken from the photon. When the same nucleus sits in a crystal, part of the emission appears at the full transition energy, as if there were no recoil. Momentum is still conserved, so something must take up $-\hbar\mathbf k$, and one may ask how large the unshifted part is and what happened to the recoil energy. The answers are a probability, fixed in a harmonic crystal by the mean squared displacement of the atom, and an average over all emissions that equals the free recoil energy.

Let the emitting atom have mass $M$ and centre-of-mass position $\mathbf r$, and let $E_0$ be the energy released by the internal transition. The photon field acts on a charge at $\mathbf r+\boldsymbol\rho$ through $e^{-i\mathbf k\cdot(\mathbf r+\boldsymbol\rho)}$. This is a product of an internal factor and $e^{-i\mathbf k\cdot\mathbf r}$, so the emission amplitude is an internal matrix element times a matrix element between lattice states. The internal one is common to all final lattice states. The probability that the lattice goes from $|i\rangle$ to $|f\rangle$, given that a photon is emitted along $\mathbf k$, is then
\begin{equation}
P_{fi}=\left|\langle f|e^{-i\mathbf k\cdot\mathbf r}|i\rangle\right|^2 ,\qquad
\sum_f P_{fi}=\langle i|e^{i\mathbf k\cdot\mathbf r}e^{-i\mathbf k\cdot\mathbf r}|i\rangle=1 ,
\end{equation}
and the photon energy is $E_0-(E_f-E_i)$. Here $k$ is held fixed while the photon energy varies by phonon energies, a relative change of order $10^{-6}$ in the example below. The natural line width and the small change of nuclear mass in the decay are neglected. The free recoil energy is
\begin{equation}
E_R=\frac{\hbar^2k^2}{2M}.
\end{equation}

The average energy transfer needs no model of the crystal. Let the lattice Hamiltonian be
\begin{equation}
H=\frac{\mathbf p^2}{2M}+\sum_{j}\frac{\mathbf p_j^2}{2M_j}+V(\mathbf r,\mathbf r_1,\mathbf r_2,\dots),
\end{equation}
where $j$ runs over the other atoms and $V$ depends on positions alone. Because $E_f$ is the eigenvalue of $H$ in $|f\rangle$, completeness gives
\begin{equation}
\sum_f P_{fi}(E_f-E_i)=\langle i|e^{i\mathbf k\cdot\mathbf r}He^{-i\mathbf k\cdot\mathbf r}|i\rangle-E_i .
\end{equation}
Differentiating a product shows that $\mathbf p\,e^{-i\mathbf k\cdot\mathbf r}\phi=e^{-i\mathbf k\cdot\mathbf r}(\mathbf p-\hbar\mathbf k)\phi$. The exponential therefore shifts $\mathbf p$ by $-\hbar\mathbf k$, and it commutes with $V$ and with every $\mathbf p_j$:
\begin{equation}
e^{i\mathbf k\cdot\mathbf r}He^{-i\mathbf k\cdot\mathbf r}
=H+\frac{(\mathbf p-\hbar\mathbf k)^2-\mathbf p^2}{2M}
=H-\frac{\hbar\mathbf k\cdot\mathbf p}{M}+E_R .
\label{eq:shift}
\end{equation}
The linear term has zero mean in a bound eigenstate. Indeed $[H,\mathbf r]=[\mathbf p^2/2M,\mathbf r]=-i\hbar\mathbf p/M$, so that
\begin{equation}
\langle i|\mathbf p|i\rangle=\frac{iM}{\hbar}\langle i|H\mathbf r-\mathbf rH|i\rangle
=\frac{iM}{\hbar}(E_i-E_i)\langle i|\mathbf r|i\rangle=0 .
\end{equation}
Boundness enters here: $\mathbf r|i\rangle$ must be normalizable for $H$ to act to the left. The result is the Lipkin rule,
\begin{equation}
\boxed{\;\sum_f P_{fi}(E_f-E_i)=E_R\;}
\label{eq:lipkin}
\end{equation}
It holds for each bound stationary state, and so for a thermal mixture of them at any temperature. Harmonic forces were not assumed. The mass in $E_R$ is that of the emitting atom, because the photon operator shifts the momentum of that atom alone.

A case with no special symmetry shows this. Two atoms of masses 1 and 3, in units with $\hbar=1$, are bound to fixed sites and to each other by partly anharmonic forces, and the lighter one emits with $k=1.5$. Explicit summation over the numerically computed final states gives a mean transfer of $1.125000$ from both the ground state and the third excited state. This equals $k^2/2=1.125$, whereas the total mass 4 would have given $k^2/8\approx0.281$.

The derivation also shows where the rule stops. In a superposition of eigenstates the atom may have a mean momentum at the moment of emission, and \eqref{eq:shift} then gives $E_R-\hbar\mathbf k\cdot\langle\mathbf p\rangle/M$, the extra term being a Doppler shift. For a state with $\langle p\rangle=0.08385$, $k=1.3$ and unit mass this is $0.845-1.3\times0.08385=0.736$, as the direct sum gives. Terms linear in $\mathbf p$, such as those of a magnetic field, do no harm: the term linear in $\mathbf k$ is then $-\hbar\mathbf k\cdot\mathbf v$ with the velocity $\mathbf v=(i/\hbar)[H,\mathbf r]$, whose mean vanishes in a bound eigenstate by the same argument as before. Powers of $p$ above the second change the result in general, because the shift then produces further terms of second and higher order in $k$. Adding $bp^4$ to a harmonic oscillator adds $b\langle(p-\hbar k)^4-p^4\rangle=b(6\hbar^2k^2\langle p^2\rangle+\hbar^4k^4)$ in the ground state, where odd powers vanish by parity. With $b=0.05$ and $k=1.3$ the mean transfer rises from $0.845$ to $1.214$.

The rule fixes an average and leaves open how the transfers are distributed. For that, let $x$ be the displacement of the atom from its equilibrium site along $\mathbf k$; the site itself contributes a phase that drops out of $P_{fi}$. With Boltzmann weights $p_i$, define the Fourier transform of the distribution of energy transfers,
\begin{equation}
F(t)=\sum_{i,f}p_iP_{fi}\,e^{-i(E_f-E_i)t/\hbar}
=\left\langle e^{ikx(t)}e^{-ikx(0)}\right\rangle ,
\label{eq:F}
\end{equation}
where $x(t)=e^{iHt/\hbar}xe^{-iHt/\hbar}$. The second form follows by writing $P_{fi}=\langle i|e^{ikx}|f\rangle\langle f|e^{-ikx}|i\rangle$, absorbing the phases into $e^{\pm iHt/\hbar}$ and summing over $f$. If the distribution consists of a sharp line of weight $f$ at zero transfer plus a part spread continuously over a range of energies, the spread part averages out at long times and $F(t)\to f$. From here on $f$ without a bra or ket denotes this recoil-free fraction.

Now let the crystal be harmonic. Then $x$ is a sum of terms linear in the creation and annihilation operators of independent modes, and thermal averages of exponentials can be done in closed form. For one mode of frequency $\omega$ take $L=\alpha a+\beta a^\dagger$ and $G(\lambda)=\langle X\rangle$ with $X=e^{\lambda L}$. Let $\zeta=\hbar\omega/k_BT$ and $n=1/(e^\zeta-1)$. The density operator $\varrho\propto e^{-\zeta a^\dagger a}$ satisfies $\varrho a=e^{\zeta}a\varrho$, so cyclic invariance of the trace gives $\langle aX\rangle=e^\zeta\langle Xa\rangle$. Since $[a,L]=\beta$, one has $[a,X]=\lambda\beta X$, and therefore
\begin{equation}
\langle aX\rangle=e^\zeta\left(\langle aX\rangle-\lambda\beta G\right)
\;\Rightarrow\;\langle aX\rangle=\frac{e^\zeta}{e^\zeta-1}\lambda\beta G=(n+1)\lambda\beta G .
\end{equation}
In the same way $\varrho a^\dagger=e^{-\zeta}a^\dagger\varrho$ and $[a^\dagger,X]=-\lambda\alpha X$ give $\langle a^\dagger X\rangle=n\lambda\alpha G$. Hence
\begin{equation}
\frac{dG}{d\lambda}=\langle LX\rangle=\lambda\alpha\beta(2n+1)G=\lambda\langle L^2\rangle G ,
\qquad \langle e^{L}\rangle=e^{\langle L^2\rangle/2},
\label{eq:gauss}
\end{equation}
where $G(0)=1$ was used. For independent modes the averages multiply and the exponents add, so the identity holds for the whole crystal.

To apply it to \eqref{eq:F}, combine the two exponentials with $e^Ae^B=e^{A+B}e^{[A,B]/2}$, valid because the commutator of $A=ikx(t)$ and $B=-ikx(0)$ is a number, $[A,B]=k^2[x(t),x(0)]$. Write $C(t)=\langle x(t)x(0)\rangle$; then $\langle x(0)x(t)\rangle=C^*(t)$, and $\langle x(t)^2\rangle=\langle x^2\rangle$ in equilibrium. The exponent is
\begin{align}
\tfrac12\langle(A+B)^2\rangle+\tfrac12[A,B]
&=-\tfrac{k^2}{2}\left[2\langle x^2\rangle-C-C^*\right]+\tfrac{k^2}{2}\left[C-C^*\right]\nonumber\\
&=-k^2\langle x^2\rangle+k^2C(t),
\end{align}
so that
\begin{equation}
F(t)=e^{-k^2\langle x^2\rangle}\,e^{k^2C(t)} .
\label{eq:Fharm}
\end{equation}

For a single oscillator, $x=\sqrt{\hbar/2M\omega}\,(a+a^\dagger)$ and
\begin{equation}
k^2C(t)=\eta^2\left[(n+1)e^{-i\omega t}+n\,e^{i\omega t}\right],\qquad \eta^2=\frac{\hbar k^2}{2M\omega}.
\end{equation}
This never dies out. The constant part of $e^{k^2C}$ comes from terms with equal numbers $l$ of both exponentials, and the elastic weight is
\begin{equation}
e^{-k^2\langle x^2\rangle}\sum_{l=0}^\infty\frac{[\eta^4n(n+1)]^l}{(l!)^2}
=e^{-k^2\langle x^2\rangle}I_0\!\left(2\eta^2\sqrt{n(n+1)}\right),
\label{eq:single}
\end{equation}
with $I_0$ the modified Bessel function. The factor $I_0$ counts events in which quanta are both created and absorbed in the same mode with no net change. At $k_BT=\hbar\omega$ and $k=1.3$ (units $\hbar=M=\omega=1$) the elastic weight is $0.285$, while $e^{-k^2\langle x^2\rangle}=0.161$. The exponential law thus fails for one oscillator at nonzero temperature. At zero temperature $n=0$, the factor $I_0$ is 1 and the law is exact. In a crystal at nonzero temperature the law is recovered because the coupling is spread over many modes, as shown next.

Consider a periodic crystal of $N$ equal atoms, one per cell, with $\omega=cq$ for all three polarizations. Since these are degenerate, one of them can be chosen along $\mathbf k$, and it carries the whole of $x$:
\begin{equation}
x=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2MN\omega_q}}\,(a_{\mathbf q}+a^\dagger_{\mathbf q}),\qquad
\eta_q^2=\frac{E_R}{N\hbar\omega_q}.
\end{equation}
The uniform translation $\mathbf q=0$ is left out. It takes up the momentum $-\hbar\mathbf k$ at a cost $E_R/N$, which vanishes for a large crystal; this is how momentum is conserved without a visible recoil.

The probability that every mode returns to its initial occupation is $e^{-k^2\langle x^2\rangle}$ times a product of factors $I_0$. Comparing series term by term gives $I_0(z)\le e^{z^2/4}$, and $n(n+1)=1/[4\sinh^2(\zeta/2)]\le1/\zeta^2$. Therefore
\begin{equation}
0\le\sum_{\mathbf q}\ln I_0\le\sum_{\mathbf q}\eta_q^4n_q(n_q+1)
\le\frac{E_R^2(k_BT)^2}{N^2}\sum_{\mathbf q\ne0}\frac{1}{(\hbar cq)^4}.
\end{equation}
The allowed $\mathbf q$ are $2\pi/\ell$ times integer vectors, with $\ell\propto N^{1/3}$ the edge of the crystal. The sum of the inverse fourth power over integer vectors converges in three dimensions, so the bound scales as $\ell^4/N^2\propto N^{-2/3}$ and the product tends to 1. For the parameters used below, at 300 K, the logarithm of the product is $1.95\times10^{-6}$ for 113081 wavevectors filling a sphere and $4.95\times10^{-7}$ for 904089 filling one of twice the radius in units of $2\pi/\ell$. Eight times as many modes give a fourfold reduction, in line with this power. This product is not yet the whole correction at zero transfer: wavevectors of equal length are degenerate, and a quantum created in one and absorbed in another also costs no energy. One combination of the $g$ modes in such a shell carries the coupling $g\eta_q^2$, and the product of $I_0$ over shells has the larger logarithms $4.8\times10^{-5}$ and $1.5\times10^{-5}$ for the two crystals. It falls more slowly, as $N^{-2/3}\ln N$, but still vanishes, because what matters is that the coupling is spread over many different frequencies.

It remains to see that the other transfers form a continuous background without further sharp lines. Replace the cut-off of the crystal by the Debye sphere, in which the $N$ wavevectors are spread uniformly up to the frequency $\omega_D=k_B\theta/\hbar$. The fraction of modes below $\omega$ is $(\omega/\omega_D)^3$, so the normalized density is $g(\omega)=3\omega^2/\omega_D^3$. With $u=\omega/\omega_D$, $\tau=T/\theta$ and $2n+1=\coth(u/2\tau)$, the sum over modes becomes
\begin{equation}
k^2C(t)=\frac{E_R}{k_B\theta}\int_0^1 3u\left[\coth\frac{u}{2\tau}\cos(u\omega_Dt)-i\sin(u\omega_Dt)\right]du .
\label{eq:Ct}
\end{equation}
The functions multiplying the sine and cosine are smooth on the interval, since $u\coth(u/2\tau)\to2\tau$ at $u=0$. One integration by parts shows that $C(t)$ falls as $1/t$. At 300 K in the example, $F$ differs from its limit by a relative $3.7\times10^{-3}$ at $\omega_Dt=50$ and $4.2\times10^{-4}$ at $\omega_Dt=500$. With $N\to\infty$ taken before $t\to\infty$, \eqref{eq:Fharm} yields
\begin{equation}
\boxed{\;f=e^{-k^2\langle x^2\rangle}\;}
\end{equation}

This step needs a continuous spectrum in which no single frequency holds a finite share of the coupling. A localized mode of an impurity emitter, or a dispersionless branch, keeps part of $C(t)$ from decaying; it then contributes a factor $I_0$ as in \eqref{eq:single} at nonzero temperature and sharp sidebands at multiples of its frequency.

The mean squared displacement is \eqref{eq:Ct} at $t=0$. Using $\coth(u/2\tau)=1+2/(e^{u/\tau}-1)$ and then $u=\tau y$,
\begin{align}
k^2\langle x^2\rangle&=\frac{E_R}{k_B\theta}\left[\frac32+6\int_0^1\frac{u\,du}{e^{u/\tau}-1}\right]\nonumber\\
&=\frac{6E_R}{k_B\theta}\left[\frac14+\left(\frac T\theta\right)^2\int_0^{\theta/T}\frac{y\,dy}{e^y-1}\right].
\label{eq:debye}
\end{align}
The first term is zero-point motion. A direct sum over the wavevectors of the two finite crystals tests the integral: in units of $E_R/k_B\theta$ it gives $4.612$ and $4.667$ at 300 K. The omitted cell around $\mathbf q=0$, where the summand grows as $1/q^2$, suggests an error inversely proportional to the linear size. Extrapolating on that basis gives $2\times4.667-4.612=4.722$, within $0.1\%$ of the Debye value $4.718$.

At low temperature the upper limit in \eqref{eq:debye} may be taken to infinity, where the integral is $\pi^2/6$. At high temperature $y/(e^y-1)=1-y/2+y^2/12-\cdots$ integrates to $\theta/T-\theta^2/4T^2+\theta^3/36T^3$, and the second term cancels the zero-point contribution:
\begin{align}
k^2\langle x^2\rangle&\simeq\frac{E_R}{k_B\theta}\left(\frac32+\frac{\pi^2T^2}{\theta^2}\right)&&(T\ll\theta),\\
k^2\langle x^2\rangle&\simeq\frac{6E_RT}{k_B\theta^2}\left(1+\frac{\theta^2}{36T^2}\right)&&(T\gg\theta).
\end{align}
A large recoil-free fraction thus requires $E_R\ll k_B\theta$ and, when $T$ exceeds $\theta$, also $6E_RT\ll k_B\theta^2$.

Take as round model parameters a 15 keV photon, an atomic mass of 60 u and $\theta=400$ K. Then $k=7.602$ Å$^{-1}$, $E_R=2.013$ meV and $k_B\theta=34.47$ meV, so $E_R/k_B\theta=0.0584$. At zero temperature the exponent is $1.5\times0.0584=0.0876$ and $f=0.916$: zero-point motion alone removes about 8% of the line. At 300 K the exponent is $4.718\times0.0584=0.2755$, which gives $f=0.759$ and an rms displacement $\sqrt{0.2755}/k=0.0691$ Å $=6.91$ pm. At 100 K and 600 K the fractions are $0.886$ and $0.587$. The leading high-temperature form, without its correction, gives an exponent of $0.876$ at 1000 K against the full $0.880$.

At 300 K three quarters of the photons leave the phonons untouched, yet the average transfer must be $2.013$ meV. The expansion of \eqref{eq:Fharm} in powers of $k^2C$ shows how both can hold:
\begin{equation}
F(t)=f\sum_{m=0}^\infty\frac{[k^2C(t)]^m}{m!}.
\end{equation}
Each factor $C$ contains one creation term, with $e^{-i\omega t}$, or one absorption term, with $e^{i\omega t}$, so order $m$ describes the exchange of $m$ phonons. Setting $t=0$ gives its probability $f(k^2\langle x^2\rangle)^m/m!$, a Poisson distribution. By \eqref{eq:F} the mean transfer is $i\hbar F'(0)$, and
\begin{equation}
i\hbar k^2C'(0)=\sum_{\mathbf q}\eta_q^2\hbar\omega_q[(n_q+1)-n_q]=\sum_{\mathbf q}\frac{E_R}{N}\to E_R .
\end{equation}
Order $m\ge1$ therefore contributes $E_R\,f(k^2\langle x^2\rangle)^{m-1}/(m-1)!$ to the mean. One-phonon events supply $fE_R$, all higher orders supply $(1-f)E_R$, and the sum is $E_R$ again, in agreement with \eqref{eq:lipkin}.

In numbers, at 300 K one phonon is created with probability $0.138$ and absorbed with probability $0.071$; two or more are exchanged with probability $0.032$. Creation contributes $2.608$ meV to the mean and absorption $-1.080$ meV, leaving $1.528$ meV, which is $0.759\times2.013$ meV. The multiphonon events add $0.485$ meV, and the total is $2.013$ meV. The events that exchange phonons transfer on average $E_R/(1-f)=2.013/0.241\approx8.4$ meV, about four times the free recoil. The crystal receives the recoil energy in fewer events, with a larger average transfer in each.

The two results differ in their range of validity. For any system in a nondegenerate ground state the elastic weight is $|\langle e^{-ikx}\rangle|^2$, the squared Fourier transform of the position density, and this is a Gaussian in $k$ when the density is Gaussian in $x$. In the double well $V=(x^2-4)^2/8$, with $\hbar=M=1$ and $k=1.3$, the density has two lumps, with peaks near $x=\pm1.8$, whose contributions interfere. The elastic weight is $0.214$, whereas $e^{-k^2\langle x^2\rangle}=0.004$, because $\langle x^2\rangle$ treats the separation of the lumps as if it were a Gaussian spread. A further weight $0.320$ goes to the tunnelling partner of the ground state, only $0.048$ higher in energy, so $0.214$ is the unshifted weight only for a line narrower than this splitting. The mean transfer in the same well is $0.845=k^2/2$. Strong anharmonicity can thus invalidate the exponential law, while it leaves the Lipkin rule intact. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
MODEL TESTS (hbar = emitter mass = 1, dimensionless)
coupled atoms: k = 1.5, free recoil = 1.125000
  mean transfer, ground state      = 1.125000
  mean transfer, 3rd excited state = 1.125000
one-dimensional wells: k = 1.3, free recoil = 0.845000
  double well, mean transfer       = 0.845000
  double well, true elastic weight = 0.21405
  double well, exp(-k^2<x^2>)      = 0.00409
  moving state: <p>                = 0.08385
  moving state: mean transfer      = 0.73600
  with 0.05 p^4 added: mean transfer = 1.21384
  oscillator at kT = hbar*omega: elastic = 0.28493
  same oscillator, exp(-k^2<x^2>)  = 0.16065
WORKED EXAMPLE
photon energy                = 15.0 keV
emitter mass                 = 60.0 u
Debye temperature            = 400.0 K
photon wavenumber k          = 7.6016 1/angstrom
free recoil energy E_R       = 2.0129 meV
Debye energy kB*theta        = 34.469 meV
E_R/(kB*theta)               = 0.05840
T =     0 K: rms x = 3.893 pm, k^2<x^2> = 0.08760, f = 0.91613
T =   100 K: rms x = 4.587 pm, k^2<x^2> = 0.12159, f = 0.88551
T =   300 K: rms x = 6.905 pm, k^2<x^2> = 0.27554, f = 0.75916
T =   600 K: rms x = 9.595 pm, k^2<x^2> = 0.53203, f = 0.58741
exponent at 20 K: full 0.089036, low-T form 0.089036
exponent at 1000 K: full 0.87984, high-T form 0.87595
FINITE CRYSTAL AT 300 K: k^2<x^2>/(E_R/kB theta)
  113081 wavevectors: 4.6124; 904089 wavevectors: 4.6674
  extrapolated: 4.7225; Debye: 4.7184
  log of I_0 product: 1.95e-06 and 4.95e-07
DEBYE CORRELATION AT 300 K
  |F/f - 1| at omega_D t = 50: 3.73e-03, 500: 4.18e-04
  mean transfer from slope of F = 2.0129 meV
EVENTS AT 300 K
  no phonon exchanged (f)      = 0.75916
  one phonon created           = 0.13784
  one phonon absorbed          = 0.07134
  two or more phonons          = 0.03166
  energy share, one created    = 2.6081 meV
  energy share, one absorbed   = -1.0800 meV
  net one-phonon share         = 1.5281 meV
  multiphonon share (1-f)E_R   = 0.4848 meV
  mean per phonon event        = 8.358 meV
\end{verbatim}
